# Diffuse reflection from a weakly rough Dirichlet surface at long wavelengths: a numerical check

```python
# Result under test: a scalar wave exp(-ikz) falls on a Dirichlet surface z=h(x,y)
# with <h(0)h(r)> = sigma^2 exp(-r^2/l^2), k*sigma << 1 and sigma << l.
# Diffuse fraction P = 4 k^2 sigma^2 [1 - 2 D(kl/2)/(kl)], D = Dawson integral,
# which tends to (2/3) sigma^2 l^2 k^4 for kl -> 0.
# Q: wavenumber along the surface; q = sqrt(k^2-Q^2): wavenumber normal to it.
# Elastic part: r = v_L/v_T, wavenumbers in units of the longitudinal k.
import numpy as np
from scipy import constants as const
from scipy.fft import fft2, ifft2
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import LinearOperator, gmres
from scipy.special import dawsn, j0


def diffuse_full(k, sigma, l):
    return 4 * (k * sigma)**2 * (1 - 2 * dawsn(k * l / 2) / (k * l))


def diffuse_limit(k, sigma, l):
    return 2 / 3 * sigma**2 * l**2 * k**4


# ---- 1. Closed form against quadrature from the correlation function (l = 1)
def spectrum_from_correlation(Q):
    return 2 * np.pi * quad(lambda r: r * j0(Q * r) * np.exp(-r * r), 0, 8)[0]


print("Diffuse fraction / (sigma^2 l^2 k^4), dimensionless:")
for kl in (0.1, 0.5, 1.0, 3.0):
    direct = 4 * kl * quad(lambda Q: Q / (2 * np.pi) * spectrum_from_correlation(Q)
                           * np.sqrt(kl**2 - Q**2), 0, kl)[0]
    closed = diffuse_full(kl, 1.0, 1.0)
    assert abs(direct / closed - 1) < 1e-5
    print(f"  kl = {kl:.1f}: quadrature {direct / kl**4:.5f}, "
          f"closed form {closed / kl**4:.5f}")
small = 0.1
slope = (1 - diffuse_full(small, 1, 1) / diffuse_limit(small, 1, 1)) / small**2
assert abs(slope - 0.1) < 1e-3          # next term of the series is O(kl^2)
assert abs(diffuse_full(60.0, 1, 1) / (4 * 60.0**2) - 1) < 1e-3
print(f"Relative correction to the limit / (kl)^2 at kl=0.1: -{slope:.4f}")

# ---- 2. Rough periodic surface, boundary condition met on the surface itself
kl = 0.5                                # lengths in units of l
grid, orders = 192, 6.5                 # grid points per side; k*period/(2 pi)
period = 2 * np.pi * orders / kl
q1 = 2 * np.pi * np.fft.fftfreq(grid, period / grid)
Q2 = q1[:, None]**2 + q1[None, :]**2
qz = np.sqrt(kl**2 - Q2 + 0j)           # positive imaginary when evanescent
mask = Q2 < 6.5**2
propagating = Q2 < kl**2
noise = fft2(np.random.default_rng(7).standard_normal((grid, grid)))
phase = noise / np.abs(noise)
amplitude = np.sqrt(np.pi * np.exp(-Q2 / 4)) / period
amplitude[0, 0] = 0.0                   # zero mean height
unit_height = np.real(ifft2(amplitude * phase)) * grid**2


def solve_surface(h):
    """Outgoing amplitudes A with exp(-ikh) + sum A exp(iQr+iqh) = 0."""
    def apply(vector):
        A = vector.reshape(grid, grid)
        term, weight = A * mask, np.ones_like(h)
        total = ifft2(term)
        for n in range(1, 13):          # power series of exp(i q h)
            term = term * (1j * qz)
            weight = weight * h / n
            total = total + weight * ifft2(term)
        return (mask * fft2(total) + (~mask) * A).ravel()
    rhs = (mask * fft2(2j * np.sin(kl * h)) / grid**2).ravel()
    operator = LinearOperator((grid**2, grid**2), matvec=apply, dtype=complex)
    solution, info = gmres(operator, rhs, atol=0.0, restart=40, maxiter=5)
    assert info == 0
    A = solution.reshape(grid, grid)
    A[0, 0] -= 1.0                      # add the flat-wall reflection
    flux = np.where(propagating, np.abs(A)**2 * qz.real / kl, 0.0)
    specular = flux[0, 0]
    flux[0, 0] = 0.0
    diffuse = flux.sum()
    mean_cos = (flux * qz.real / kl).sum() / diffuse
    shift = -np.angle(-A[0, 0]) / (2 * kl)
    return diffuse, specular, mean_cos, shift


def solve_pair(sigma):                  # h and -h: odd orders in h cancel
    pair = [solve_surface(s * sigma * unit_height) for s in (1, -1)]
    return np.mean(pair, axis=0)


cos_num = quad(lambda c: c**3 * np.exp(-kl**2 * (1 - c * c) / 4), 0, 1)[0]
cos_den = quad(lambda c: c**2 * np.exp(-kl**2 * (1 - c * c) / 4), 0, 1)[0]
shift_unit = quad(lambda Q: Q / 2 * np.exp(-Q * Q / 4)
                  * np.sqrt(Q * Q - kl**2), kl, 15)[0]
limit_shift = quad(lambda Q: Q * Q / 2 * np.exp(-Q * Q / 4), 0, 20)[0]
assert abs(limit_shift - np.sqrt(np.pi)) < 1e-7
print(f"Surface solved on a {grid} x {grid} grid, kl = {kl}, "
      f"period = {period:.1f} l, {propagating.sum()} outgoing orders")
ratios = []
for sigma in (0.02, 0.05):
    P, S, mean_cos, shift = solve_pair(sigma)
    ratio = P / diffuse_full(kl, sigma, 1.0)
    ratios.append(ratio)
    # finite number of outgoing orders, no Q=0 roughness: about 1-2 percent
    assert abs(ratio - 1) < (0.04 if sigma < 0.03 else 0.08)
    assert abs(P + S - 1) < 0.02 * P
    assert abs(mean_cos - cos_num / cos_den) < 0.02
    assert abs(shift / (sigma**2 * shift_unit) - 1) < 0.05
    print(f"  sigma/l = {sigma}: P solved {P:.4e}, closed form "
          f"{diffuse_full(kl, sigma, 1.0):.4e}, ratio {ratio:.4f}")
    print(f"    energy imbalance / P = {(P + S - 1) / P:.1e}, "
          f"mean cos(theta) = {mean_cos:.4f} (theory {cos_num / cos_den:.4f})")
    print(f"    wall shift / l = {shift:.4e} "
          f"(theory {sigma**2 * shift_unit:.4e})")
roughness_change = ratios[1] / ratios[0] - 1
assert abs(roughness_change) < 0.06
print(f"Change of P/sigma^2 from sigma/l=0.02 to 0.05: "
      f"{100 * roughness_change:.2f} %")


# ---- 3. Free surface of an isotropic solid: shear and Rayleigh waves included
def kernel(Q, r, damping=0.0):
    kL, kT = 1 + 1j * damping, r * (1 + 1j * damping)
    a = np.sqrt(kL**2 - Q**2 + 0j)
    b = np.sqrt(kT**2 - Q**2 + 0j)
    return a * kT**4 / ((kT**2 - 2 * Q**2)**2 + 4 * Q**2 * a * b)


def rayleigh_function(Q, r):
    return (r * r - 2 * Q * Q)**2 - 4 * Q * Q * np.sqrt((Q * Q - 1) * (Q * Q - r * r))


def elastic_prefactors(kl, r):
    """Bulk and Rayleigh parts of P/(sigma^2 l^2 k^4)."""
    top = min(r, 20 / kl)
    f = lambda Q: Q * np.exp(-(Q * kl)**2 / 4) * kernel(Q, r).real
    bulk = quad(f, 0, 1, limit=200)[0]
    if top > 1:
        bulk += quad(f, 1, top, limit=200)[0]
    QR = brentq(rayleigh_function, r * (1 + 1e-9), 1.5 * r, args=(r,))
    step = 1e-5 * QR
    derivative = (rayleigh_function(QR + step, r)
                  - rayleigh_function(QR - step, r)) / (2 * step)
    surface = (np.pi * QR * np.exp(-(QR * kl)**2 / 4)
               * np.sqrt(QR**2 - 1) * r**4 / abs(derivative))
    return 2 * bulk, 2 * surface


v_L, v_T = 9000.0, 5400.0               # m/s, rough isotropic silicon
r = v_L / v_T
# kernel against outgoing fluxes from the stress conditions (rho = omega = 1)
mu, lam = 1 / r**2, 1 - 2 / r**2
for Q in (0.3, 0.8, 1.3):
    a, b = np.sqrt(1 - Q * Q + 0j), np.sqrt(r * r - Q * Q + 0j)
    stress = np.array([[-2 * mu * Q * a, mu * (b * b - Q * Q)],
                       [-lam * (Q * Q + a * a) - 2 * mu * a * a, -2 * mu * Q * b]])
    pot_L, pot_T = np.linalg.solve(stress, np.array([0, 1], dtype=complex))
    outgoing = a.real * abs(pot_L)**2 + b.real * abs(pot_T)**2
    assert abs(outgoing / kernel(Q, r).real - 1) < 1e-10

# ---- 4. Worked example: longitudinal phonons at a silicon surface
T, sigma_nm, l_nm = 1.0, 0.5, 10.0
x_peak = brentq(lambda x: 3 * (1 - np.exp(-x)) - x, 1, 5)
k_per_x = const.k * T / (const.hbar * v_L) * 1e-9       # 1/nm
k = x_peak * k_per_x
kl_ex = k * l_nm
P_limit, P_full = diffuse_limit(k, sigma_nm, l_nm), diffuse_full(k, sigma_nm, l_nm)
P_smooth = 1 - np.exp(-4 * (k * sigma_nm)**2)
bulk, surface = elastic_prefactors(kl_ex, r)
unit = sigma_nm**2 * l_nm**2 * k**4
P_elastic = (bulk + surface) * unit
# Rayleigh pole against a weakly damped solid; damping leaves an O(1e-3) error
dQ = 2.5e-5
Qs = (np.arange(1000000) + 0.5) * dQ
damped = 2 * dQ * np.sum(Qs * np.exp(-(Qs * kl_ex)**2 / 4) * kernel(Qs, r, 5e-4).real)
assert abs(damped / (bulk + surface) - 1) < 0.01
liquid = sum(elastic_prefactors(kl_ex, 1000.0))         # v_T -> 0 at fixed l
assert abs(liquid * unit / P_full - 1) < 2e-3
low = sum(elastic_prefactors(1e-3, r))
# average over the Planck energy spectrum, normal incidence
nodes, weights = np.polynomial.legendre.leggauss(48)
xs, ws = 15 * (nodes + 1), 15 * weights
planck = ws * xs**3 / np.expm1(xs)
assert abs(planck.sum() / (np.pi**4 / 15) - 1) < 1e-6
ks = xs * k_per_x
P_thermal = np.sum(planck * diffuse_full(ks, sigma_nm, l_nm)) / planck.sum()
elastic_each = np.array([sum(elastic_prefactors(q * l_nm, r)) for q in ks])
P_el_thermal = np.sum(planck * elastic_each * sigma_nm**2 * l_nm**2 * ks**4) / planck.sum()
v_slow, v_fast = 8400.0, 9400.0         # m/s, rough range over directions

print(f"Example: T = {T} K, sigma = {sigma_nm} nm, l = {l_nm} nm")
print(f"  rough sound speeds v_L = {v_L:.0f} m/s, v_T = {v_T:.0f} m/s")
print(f"  spectral peak hbar*omega/(k_B T) = {x_peak:.4f}")
print(f"  phonon energy = {x_peak * const.k * T / const.e * 1e3:.4f} meV")
print(f"  k = {k:.5f} 1/nm, wavelength = {2 * np.pi / k:.1f} nm")
print(f"  kl = {kl_ex:.4f}, k sigma = {k * sigma_nm:.5f}, "
      f"sigma/l = {sigma_nm / l_nm:.3f}")
print(f"  P, small-kl law = {P_limit:.4e}")
print(f"  P, full Dirichlet formula = {P_full:.4e}")
print(f"  limit exceeds full formula by {100 * (P_limit / P_full - 1):.2f} %")
print(f"  smooth-surface estimate 1-exp(-4k^2 sigma^2) = {P_smooth:.4e}")
print(f"  smooth-surface estimate / full formula = {P_smooth / P_full:.1f}")
print(f"  wall shift sqrt(pi) sigma^2/l = {limit_shift * sigma_nm**2 / l_nm:.4f} nm")
print("Neglected effects, for the same example:")
print(f"  elastic prefactor at kl -> 0: {low:.3f} (Dirichlet {2 / 3:.3f})")
print(f"  elastic prefactor here: bulk {bulk:.3f}, Rayleigh {surface:.3f}")
print(f"  damped-solid check of their sum: {damped:.3f}")
print(f"  P, free elastic surface = {P_elastic:.4e}, "
      f"{P_elastic / P_full:.1f} times Dirichlet")
print(f"  Rayleigh-wave share of elastic P = {100 * surface / (bulk + surface):.1f} %")
print(f"  liquid limit of elastic P / Dirichlet P = {liquid * unit / P_full:.5f}")
print(f"  P, Dirichlet, Planck average = {P_thermal:.4e}, "
      f"{P_thermal / P_full:.1f} times the peak value")
print(f"  P, elastic, Planck average = {P_el_thermal:.4e}")
print(f"  v_L range {v_slow:.0f}-{v_fast:.0f} m/s changes k^4 by a factor "
      f"{(v_fast / v_slow)**4:.2f}")
print("no test failed")
```

Output:

```
Diffuse fraction / (sigma^2 l^2 k^4), dimensionless:
  kl = 0.1: quadrature 0.66600, closed form 0.66600
  kl = 0.5: quadrature 0.65029, closed form 0.65029
  kl = 1.0: quadrature 0.60451, closed form 0.60451
  kl = 3.0: quadrature 0.31756, closed form 0.31756
Relative correction to the limit / (kl)^2 at kl=0.1: -0.0999
Surface solved on a 192 x 192 grid, kl = 0.5, period = 81.7 l, 137 outgoing orders
  sigma/l = 0.02: P solved 1.6230e-05, closed form 1.6257e-05, ratio 0.9983
    energy imbalance / P = 3.9e-05, mean cos(theta) = 0.7443 (theory 0.7531)
    wall shift / l = 6.6550e-04 (theory 6.6603e-04)
  sigma/l = 0.05: P solved 1.0177e-04, closed form 1.0161e-04, ratio 1.0016
    energy imbalance / P = -5.4e-06, mean cos(theta) = 0.7442 (theory 0.7531)
    wall shift / l = 4.1459e-03 (theory 4.1627e-03)
Change of P/sigma^2 from sigma/l=0.02 to 0.05: 0.33 %
Example: T = 1.0 K, sigma = 0.5 nm, l = 10.0 nm
  rough sound speeds v_L = 9000 m/s, v_T = 5400 m/s
  spectral peak hbar*omega/(k_B T) = 2.8214
  phonon energy = 0.2431 meV
  k = 0.04104 1/nm, wavelength = 153.1 nm
  kl = 0.4104, k sigma = 0.02052, sigma/l = 0.050
  P, small-kl law = 4.7292e-05
  P, full Dirichlet formula = 4.6505e-05
  limit exceeds full formula by 1.69 %
  smooth-surface estimate 1-exp(-4k^2 sigma^2) = 1.6831e-03
  smooth-surface estimate / full formula = 36.2
  wall shift sqrt(pi) sigma^2/l = 0.0443 nm
Neglected effects, for the same example:
  elastic prefactor at kl -> 0: 9.039 (Dirichlet 0.667)
  elastic prefactor here: bulk 2.687, Rayleigh 5.387
  damped-solid check of their sum: 8.087
  P, free elastic surface = 5.7278e-04, 12.3 times Dirichlet
  Rayleigh-wave share of elastic P = 66.7 %
  liquid limit of elastic P / Dirichlet P = 1.00016
  P, Dirichlet, Planck average = 5.0566e-04, 10.9 times the peak value
  P, elastic, Planck average = 3.6597e-03
  v_L range 8400-9400 m/s changes k^4 by a factor 1.57
no test failed
```
